\section*{Wrinkle wavelength of a stiff film on a soft substrate}

\section*{Problem}

A flat film of thickness $h=100$ nm is bonded to a deep, soft, nearly incompressible substrate. The plane-strain moduli are $E_f'=140$ GPa for the film and $E_s'=2$ MPa for the substrate. The film is slowly compressed along $x$, while its strain along $y$ is held at zero.

(a) At what wavelength does the film first wrinkle?

(b) What compressive strain and stress are needed?

Here $E'=E/(1-\nu^2)$, where $E$ is Young's modulus and $\nu$ is Poisson's ratio. Both materials are taken as isotropic and linearly elastic. Compression of the film counts as positive, $z$ points upwards, and the substrate fills $z<0$.

\section*{Hints}

\begin{enumerate}
\item Try a deflection $w=A\cos qx$, with $q=2\pi/\lambda$. Which waves are costly for the film to bend into, and which are costly for the substrate to follow?
\item A surface wave disturbs the substrate to a depth of order $1/q$. Use this to guess how the restoring traction per unit deflection depends on $q$. An Airy stress function supplies the numerical factor.
\item Balance the vertical forces on a short piece of film. This gives the compressive force $N(q)$, per unit width, that can hold a wrinkle of wavenumber $q$.
\item As compression grows from zero, the first wrinkle to appear is the one with the smallest $N(q)$.
\end{enumerate}

\section*{Solution}

\subsection*{Bending stiffness of the film}

The faces of a thin film carry little normal stress, so $\sigma_{zz}\approx0$ inside it. Zero strain along $y$ requires $\sigma_{yy}=\nu\sigma_{xx}$, hence
\[
e_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}
=\frac{1-\nu^2}{E}\,\sigma_{xx}=\frac{\sigma_{xx}}{E'} .
\]
This is why the plane-strain modulus appears. At height $\zeta$ above the midplane, bending adds the strain $-\zeta w''$. The size of the bending moment per unit width is therefore $D|w''|$, with
\[
D=E_f'\int_{-h/2}^{h/2}\zeta^2\,d\zeta=\frac{E_f'h^3}{12}.
\]

\subsection*{Restoring traction of the substrate}

In the substrate $\sigma_{zz}$ is not negligible. Zero strain along $y$ now gives $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. Inserting this in Hooke's law, and writing $\alpha=\nu/(1-\nu)$ with $\nu$ the substrate value, we find
\[
E_s'e_{zz}=\sigma_{zz}-\alpha\sigma_{xx},\qquad
E_s'e_{xx}=\sigma_{xx}-\alpha\sigma_{zz}.
\]
Equilibrium without body forces is satisfied by
\[
\sigma_{xx}=\phi_{zz},\qquad \sigma_{zz}=\phi_{xx},\qquad \sigma_{xz}=-\phi_{xz},
\]
where subscripts on $\phi$ denote derivatives. The strains must also come from a displacement field, which requires $\partial_z^2e_{xx}+\partial_x^2e_{zz}=2\partial_x\partial_ze_{xz}$. The shear modulus is $\mu=E_s'(1-\nu)/2$, so $E_s'/\mu=2(1+\alpha)$ and $2E_s'e_{xz}=-2(1+\alpha)\phi_{xz}$. The condition becomes
\[
\phi_{zzzz}+\phi_{xxxx}-2\alpha\phi_{xxzz}=-2(1+\alpha)\phi_{xxzz},
\]
that is, $\phi_{xxxx}+2\phi_{xxzz}+\phi_{zzzz}=0$.

For $\phi=f(z)\cos qx$ this reads $(d^2/dz^2-q^2)^2f=0$. The solutions that decay as $z\to-\infty$ are
\[
f=(a+bz)e^{qz},\qquad f'(0)=b+qa .
\]
The stresses are $\sigma_{xx}=f''\cos qx$, $\sigma_{zz}=-q^2f\cos qx$ and $\sigma_{xz}=qf'\sin qx$.

The surface deflection is the integral of $e_{zz}$ from great depth. Since $\int_{-\infty}^0 f\,dz=a/q-b/q^2$ and $\int_{-\infty}^0 f''dz=f'(0)$,
\begin{equation}
E_s'w=\left[-qa+b-\alpha(b+qa)\right]\cos qx .
\label{surface}
\end{equation}

Assume first that the film exerts no shear traction on the substrate. Then $f'(0)=0$, so $b=-qa$, and (\ref{surface}) gives $E_s'w=-2qa\cos qx$. The normal stress at the surface is $\sigma_{zz}=-q^2a\cos qx$. Dividing one by the other,
\begin{equation}
\sigma_{zz}(0)=Kw,\qquad K=\frac{E_s'q}{2}.
\label{foundation}
\end{equation}
The sign is right: an upward pull raises the surface. The factor $q$ expresses the depth argument of the second hint, because a deflection $w$ spread over a depth of order $1/q$ makes a strain of order $qw$.

A bonded film does resist sideways motion, so the shear-free assumption needs support. In the solution just found, the horizontal surface strain follows from $f''(0)=q^2a+2qb=-q^2a$:
\[
E_s'e_{xx}(0)=\left[f''(0)+\alpha q^2f(0)\right]\cos qx=-(1-\alpha)q^2a\cos qx .
\]
For an incompressible substrate $\nu=1/2$ and $\alpha=1$, so this strain vanishes. The surface then moves straight up and down without being forced to, and (\ref{foundation}) holds equally for a surface that is locked sideways. The first variation treats a compressible substrate.

\subsection*{Force balance and the preferred wavelength}

Consider a piece of film of length $dx$ and unit width. Three vertical forces act on it, counted upwards.

\begin{itemize}
\item The compressive force follows the local tangent. The neighbour on the right pushes with vertical component $-Nw'(x+dx)$ and the one on the left with $+Nw'(x)$. The sum is $-Nw''dx$, which pushes a crest further up.
\item With bending moment $M=Dw''$, moment balance requires a vertical shear force $-M'$ on the right-hand face. The difference between the two faces is $-Dw''''dx$.
\item The substrate pulls back with $-Kw\,dx$.
\end{itemize}

Setting the sum to zero gives
\[
Dw''''+Nw''+Kw=0 .
\]
For $w=A\cos qx$ we have $w''=-q^2w$ and $w''''=q^4w$. Hence $Dq^4-Nq^2+K=0$, and
\begin{equation}
N(q)=Dq^2+\frac{K}{q^2}=\frac{E_f'h^3q^2}{12}+\frac{E_s'}{2q}.
\label{force}
\end{equation}
The first term, from bending, grows without limit for short waves. The second, from the substrate, grows without limit for long waves. Between them lies a minimum:
\[
\frac{dN}{dq}=\frac{E_f'h^3q}{6}-\frac{E_s'}{2q^2}=0
\quad\Rightarrow\quad (qh)^3=\frac{3E_s'}{E_f'} .
\]
The second derivative, $E_f'h^3/6+E_s'/q^3$, is positive, so this is indeed a minimum. With $\lambda=2\pi/q$,
\begin{equation}
\lambda=2\pi h\left(\frac{E_f'}{3E_s'}\right)^{1/3}.
\label{lambda}
\end{equation}

The critical strain is $\varepsilon_c=N/(E_f'h)$ at the minimum. Divide (\ref{force}) by $E_f'h$ and substitute $E_s'/E_f'=(qh)^3/3$:
\begin{equation}
\varepsilon_c=\frac{(qh)^2}{12}+\frac{(qh)^2}{6}=\frac{(qh)^2}{4}
=\frac14\left(\frac{3E_s'}{E_f'}\right)^{2/3}.
\label{strain}
\end{equation}
At threshold the substrate therefore accounts for two thirds of the required force and bending for one third.

\subsection*{Numbers}

The moduli must be in the same unit before they are divided:
\[
\frac{E_f'}{3E_s'}=\frac{140\times10^{9}}{3\times2\times10^{6}}=23\,333,
\qquad (23\,333)^{1/3}=28.575 .
\]
The answer to (a) is
\[
\lambda=2\pi\times100\ \text{nm}\times28.575=17.95\ \mu\text{m}\approx18\ \mu\text{m}.
\]
For (b), $qh=1/28.575=0.0350$, so
\[
\varepsilon_c=\tfrac14(0.0350)^2=3.06\times10^{-4}=0.0306\,\%,
\]
and the critical stress is $E_f'\varepsilon_c=42.9$ MPa.

The wavelength is about 180 times the film thickness, although the moduli differ by a factor of 70\,000, because only the cube root of their ratio enters. The wavelength is proportional to $h$, whereas the critical strain does not depend on $h$ at all. With both moduli fixed, a film twice as thick wrinkles at twice the wavelength and at the same strain.

\subsection*{When the formula holds}

Plate theory needs $qh\ll1$, and here $qh=0.035$. As a test, the film was also treated as a prestressed elastic continuum, with Poisson's ratio 0.27 in the film and 0.5 in the substrate, and the buckling stress was minimised numerically over $q$. The result was again 17.95 $\mu$m and 0.0306\,\%. If the two moduli were equal, (\ref{lambda}) would give $qh=3^{1/3}=1.44$. That contradicts the thin-plate assumption, so the formula cannot be used there.

The substrate must also be deep compared with $1/q$, which is 2.9 $\mu$m here. The same continuum calculation for a substrate 10 $\mu$m deep on a rigid base gives 16.58 $\mu$m, about 8\,\% less than the deep-substrate value. The base stiffens the response, and it does so most for long waves, which reach deepest. For a vanishing substrate modulus, $E_s'\to0$, (\ref{lambda}) gives an infinite wavelength. The film then buckles on the scale of its own length, and its ends, ignored here, decide the shape.

\subsection*{Comparison with a real pair of materials}

The moduli are roughly those of silicon on a soft silicone elastomer. For Poisson's ratios 0.27 and 0.5 they correspond to Young's moduli of 130 GPa and 1.5 MPa. Several assumptions are broken in such a sample, and each figure below changes one of them alone.

\begin{itemize}
\item \emph{Anisotropy.} Silicon is cubic. For a (001) film with rough elastic constants $c_{11}=170$, $c_{12}=64$ and $c_{44}=80$ GPa, the modulus that replaces $E_f'$ is 146 GPa for compression along [100] and 173 GPa along [110]. Turning the compression from [100] to [110] lengthens the wave by about 6\,\% (5.8\,\% with these rounded constants, 6.4\,\% with the tabulated values 165.7, 63.9 and 79.6 GPa).
\item \emph{Elastomer stiffness.} This depends on composition and curing. A modulus 20\,\% higher gives 16.90 $\mu$m.
\item \emph{Temperature of use.} If the rubber modulus is proportional to absolute temperature, and 2 MPa applies at 300 K, the wavelength at 350 K is 17.06 $\mu$m. This counts the change in modulus only. If a bonded sample is heated, the elastomer also expands more than the film and stretches it, and the applied compression must first undo this tension before wrinkles can form. With a mismatch of roughly $3\times10^{-4}$ per kelvin, heating by 50 K can stretch the film by at most 1.5\,\%, enough to crack it. This upper value needs an elastomer much thicker and wider than the 7 mm found below; a slab 1 mm thick stretches the film by only about 0.2\,\% or less.
\end{itemize}

Each of these changes shifts the wavelength by several per cent, and together they can shift it by more. A substrate modulus of 1 MPa instead of 2 MPa would even give 22.6 $\mu$m. A prediction for a particular sample therefore needs a measured elastomer modulus, and the further digits in 17.95 $\mu$m serve only to compare calculations.

The threshold can be reached by accident. Suppose the elastomer shrinks more than the film by roughly $3\times10^{-4}$ per kelvin, equally along $x$ and $y$, and forces the film to follow in full. The film stress per unit of equal in-plane strain is $c_{11}+c_{12}-2c_{12}^2/c_{11}=186$ GPa, where the last term comes from the free contraction or expansion through the thickness. The cooling that produces 42.9 MPa is
\[
\Delta T=\frac{42.9\times10^{6}\ \text{Pa}}{186\times10^{9}\ \text{Pa}\times3\times10^{-4}\ \text{K}^{-1}}\approx0.8\ \text{K}.
\]
This is the least cooling that could suffice. Per unit width, the film resists with a stiffness of order $E_f'h$, while an elastomer of thickness $H$ drives it with one of order $E_s'H$. The film therefore follows in full only if $H$ is much larger than $E_f'h/E_s'=7$ mm. It must also be much wider than this, because the stress builds up from its edges over a length of that order. A slab that is free to bend drives the film four times more weakly still. Smaller samples therefore need more cooling: under a wide slab 1 mm thick, about 6 K if it is held flat and about 20 K if it can bend. Because the compression acts in both directions, the pattern need not consist of parallel ridges.

\section*{Variation 1: a compressible substrate}

\emph{Keep $E_s'=2$ MPa, but let the substrate have $\nu=0.3$. How does the wavelength change?}

The bonded film now matters, because it prevents the sideways motion that a shear-free surface would make. The film's resistance to stretching, of order $E_f'hq^2$, exceeds that of the substrate, of order $E_s'q$, by a factor $E_f'hq/E_s'=70\,000\times0.035\approx2500$. To good accuracy the surface is locked, so $e_{xx}(0)=0$:
\[
q^2a+2qb+\alpha q^2a=0\quad\Rightarrow\quad b=-\frac{(1+\alpha)qa}{2}.
\]
Collect the terms of (\ref{surface}) and insert this $b$:
\begin{align*}
E_s'w&=\left[-(1+\alpha)qa+(1-\alpha)b\right]\cos qx\\
&=-(1+\alpha)qa\left[1+\frac{1-\alpha}{2}\right]\cos qx
=-\frac{(1+\alpha)(3-\alpha)}{2}\,qa\cos qx .
\end{align*}
Dividing $\sigma_{zz}(0)=-q^2a\cos qx$ by $w$, and using $1+\alpha=1/(1-\nu)$ and $3-\alpha=(3-4\nu)/(1-\nu)$,
\[
K=\frac{2E_s'q}{(1+\alpha)(3-\alpha)}=\frac{2(1-\nu)^2}{3-4\nu}\,E_s'q .
\]
For $\nu=1/2$ this returns $E_s'q/2$, as it must. For $\nu=0.3$ the coefficient is $2\times0.49/1.8=0.544$ instead of $0.5$, so the response is stiffer by a factor 1.089. Since $K$ is still proportional to $q$, the minimisation is unchanged apart from this factor, and
\[
\lambda=17.95\ \mu\text{m}\times(1.089)^{-1/3}=17.45\ \mu\text{m}.
\]
The continuum calculation, which does not assume a locked surface, also gives 17.45 $\mu$m. The locking is not perfect, because the lower face of the bent film moves sideways by an amount of size $(h/2)|w'|$. For $\nu\neq1/2$ this adds to $N(q)$ a term independent of $q$, which raises the threshold by about 0.7\,\% but leaves the wavelength unchanged at this order. At fixed $E_s'$ the change is a shortening by about 3\,\%.

\section*{Variation 2: compression beyond the threshold}

\emph{The film of the main problem is compressed by $\varepsilon=1\,\%$. How high are the wrinkles, and does their wavelength change?}

Linear theory leaves $A$ undetermined, so use the energy. A wavy film takes up the contraction $g=\tfrac12\langle w'^2\rangle=q^2A^2/4$ through its slope, where the brackets denote an average over $x$. The remaining membrane strain is $\varepsilon-g$ on average. We neglect the shear traction at the interface, which makes this strain uniform along the film. The mean energy per unit area is
\begin{align*}
U&=\tfrac12E_f'h(\varepsilon-g)^2+\tfrac12D\langle w''^2\rangle+\tfrac12K\langle w^2\rangle\\
&=\tfrac12E_f'h(\varepsilon-g)^2+\tfrac14A^2\left(Dq^4+K\right)\\
&=\tfrac12E_f'h(\varepsilon-g)^2+g\,N(q).
\end{align*}
The last step uses $A^2=4g/q^2$ and (\ref{force}). For any given $g>0$, the energy is lowest where $N(q)$ is lowest. In this small-slope model the wavelength therefore stays at its threshold value. Minimising over $g$ then gives
\[
-E_f'h(\varepsilon-g)+E_f'h\,\varepsilon_c=0
\quad\Rightarrow\quad g=\varepsilon-\varepsilon_c .
\]
The membrane strain remains at $\varepsilon_c$, and further compression goes into the height of the wrinkles. From $q^2A^2/4=\varepsilon-\varepsilon_c$ and $qh=2\sqrt{\varepsilon_c}$,
\[
A=\frac{2}{q}\sqrt{\varepsilon-\varepsilon_c}=h\sqrt{\frac{\varepsilon}{\varepsilon_c}-1}
=100\ \text{nm}\times\sqrt{\frac{1}{0.0306}-1}=563\ \text{nm}.
\]
A numerical minimisation of the energy over $q$ and the amplitudes of the first three harmonics also gives 563 nm, with a membrane strain of 0.0306\,\%.

The largest slope is $qA=0.197$. The small-slope model neglects terms of relative order $(qA)^2\approx0.04$, so it is still reasonable here. One correction is purely geometrical. The wavelength above is measured along the film in its uncompressed state; seen from above, after the whole sample has shortened by 1\,\%, this correction alone makes it 17.77 $\mu$m. The other neglected finite-strain terms can shift this by a few tenths of a per cent.

The largest bending strain, at the film faces, is $(h/2)q^2A=0.34\,\%$. On the compressed face the membrane compression adds to this, and the peak is 0.38\,\%. On the stretched face it subtracts, which leaves a tension of about 0.31\,\%. A brittle film breaks in tension, and this value lies below a rough fracture strain of 1\,\% for silicon, although flaws can make a particular film weaker. The estimate also assumes that the film stays bonded and that the substrate remains linearly elastic. The values used throughout are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Film thickness: 100 nm
Film plane-strain modulus: 140 GPa
Substrate plane-strain modulus: 2.0 MPa
Film Poisson ratio: 0.27
Substrate Poisson ratio: 0.50
Film Young modulus: 129.8 GPa
Substrate Young modulus: 1.50 MPa
Modulus ratio Ef/Es: 70000
Ratio Ef/(3 Es): 23333.3
Cube root of Ef/(3 Es): 28.575
Bending stiffness D: 1.1667e-11 N m
Wavenumber q: 0.3500 rad/um
Product q h: 0.03500
Foundation stiffness K: 3.4995e+11 Pa/m
WAVELENGTH, formula: 17.95 um
Wavelength, continuum film: 17.95 um
Critical strain, formula: 0.0306 %
Critical strain, continuum film: 0.0306 %
Critical film stress: 42.9 MPa
Applied compression: 1.0 %
Wrinkle amplitude, formula: 563 nm
Wrinkle amplitude, energy minimum: 563 nm
Membrane strain at energy minimum: 0.0306 %
Largest wrinkle slope: 0.197
Peak bending strain: 0.34 %
Peak total film strain: 0.38 %
Rough silicon fracture strain: 1 %
Wavelength, substrate nu=0.3: 17.45 um
Shallow substrate depth: 10 um
Wavelength, shallow substrate: 16.58 um
Rough silicon c11, c12, c44: 170, 64, 80 GPa
Rough plate modulus along [100]: 146 GPa
Rough plate modulus along [110]: 173 GPa
Wavelength change [100] to [110]: 5.8 %
Wavelength, substrate 20 % stiffer: 16.90 um
Wavelength after 1 % shortening: 17.77 um
Wavelength, 350 K instead of 300 K: 17.06 um
Rough expansion mismatch: 3e-04 1/K
Rough biaxial film modulus: 186 GPa
Cooling that reaches critical stress: 0.8 K
\end{verbatim}
